# Is the constrained-RPA U a property of the material?

**Question**

I am computing a Hubbard \(U\) with the constrained random-phase approximation (cRPA) for a model with one d and two p orbitals per cell. If my low-energy window contains all three bands, I get one value for the d orbital. If it contains just the half-filled antibonding band, which is mostly d, I get a value little more than half as large. The crystal and the underlying interaction are the same. Which value is the true \(U\), and is the difference due to the Wannier functions or to the screening?

**Answer**

Within cRPA, which is itself an approximation, each value belongs to its own window and neither is the one true \(U\). A cRPA \(U\) is a coefficient in a particular low-energy Hamiltonian. It depends on the orbital whose charge is repelled and on the transitions left for that Hamiltonian to treat. Your two windows differ in both respects.

**What cRPA computes**

Let \(i\) label a site and orbital, and let the interaction be \(\tfrac12\sum_{ij}n_iv_{ij}n_j\), with \(v\) positive definite and already screened by bands outside the three-band model. I use the static, spin-summed RPA at fixed chemical potential.

A potential \(\phi_i\) mixes the one-electron states \(n\) and \(m\). First-order perturbation theory gives the induced density \(\delta n=-\Pi\phi\), where

\[
\Pi_{ij}=2\sum_{nm}K_{nm}A_i^{nm}A_j^{nm*},\qquad
K_{nm}=-\frac{f_n-f_m}{e_n-e_m},\qquad
A_i^{nm}=\psi_m(i)\psi_n^*(i).
\]

The factor 2 is for spin. At equal energies \(K\) becomes \(-f'(e)\). Since the Fermi function decreases with energy, \(K_{nm}\ge0\).

Now split \(\Pi=\Pi_t+\Pi_r\). The target part \(\Pi_t\) contains transitions with both states in the window. They are excluded from cRPA because the low-energy model will treat them. Place a test charge \(\rho\) in the system and let only \(\Pi_r\) respond:

\[
\phi=v(\rho-\Pi_r\phi)
\;\Rightarrow\;(v^{-1}+\Pi_r)\phi=\rho
\;\Rightarrow\;\phi=W_r\rho,\qquad W_r=(v^{-1}+\Pi_r)^{-1}.
\]

For a Wannier function \(w\) with density \(\rho_i=|w_i|^2\),

\[
U=\sum_{ij}\rho_i(W_r)_{ij}\rho_j .
\]

The window enters twice, through \(\rho\) and through \(\Pi_r\). Nothing is lost by the split, because letting the target transitions respond as well gives

\[
(W_r^{-1}+\Pi_t)^{-1}=(v^{-1}+\Pi_r+\Pi_t)^{-1}=W ,
\]

the full RPA interaction, whatever the split.

**Excluding more channels cannot lower U**

This holds for a fixed orbital. For any vector \(x\), \(x^\dagger\Pi x=2\sum K_{nm}|\sum_iA_i^{nm*}x_i|^2\ge0\), and the same is true of each transition separately. For a positive definite matrix \(M\), completing the square gives

\[
2\,\mathrm{Re}\,x^\dagger\rho-x^\dagger Mx
=\rho^\dagger M^{-1}\rho-(x-M^{-1}\rho)^\dagger M(x-M^{-1}\rho).
\]

Hence \(\rho^\dagger M^{-1}\rho\) is the maximum of the left side over \(x\). Take \(M=v^{-1}+\Pi_r\). Moving a transition out of \(\Pi_r\) lowers or preserves \(x^\dagger Mx\) for every \(x\), so the maximum, which is \(U\), rises or stays the same.

The argument is static. At real frequency \(\omega\), the two time orderings of a transition of energy \(E\) combine to \(1/(E-\omega)+1/(E+\omega)=2E/(E^2-\omega^2)\). This is negative for \(\omega>E\), and the proof then fails.

**The two windows**

Take a square lattice with lattice constant \(a\), a d orbital on each site and a p orbital on each bond. Set \(\varepsilon_d=0\) and \(\varepsilon_p=-\Delta\), with d-p hopping of magnitude \(t\) and opposite signs on opposite sides of d. The Bloch couplings are then \(\pm2its_x\) and \(\pm2its_y\), with \(s_x=\sin(k_xa/2)\) and \(s_y=\sin(k_ya/2)\). A constant phase of the p orbitals removes the \(i\), so the eigenvectors can be chosen real.

One p combination decouples and stays at \(-\Delta\). The other couples to d with strength \(T=2t\sqrt{s_x^2+s_y^2}\), so \(E(E+\Delta)=T^2\) and

\[
E_\pm=-\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+T^2}.
\]

The antibonding band \(E_+\) starts at zero, a distance \(\Delta\) above the highest p band.

*The d-p window* contains all three bands. They span the whole orbital space, so projection returns the atomic orbitals. All model transitions are excluded, \(\Pi_r=0\), and \(U=U_d\).

*The d-only window* contains \(E_+\). Its Wannier function has p tails because the band is hybridized, and transitions between the p bands and the antibonding band remain in \(\Pi_r\).

**Numbers**

I take \(t=1\), \(\Delta=3\), \(U_d=8\), \(U_p=4\), nearest d-p repulsion \(V=1\) and \(k_BT=0.1\), all in eV, with five electrons per cell. These are round model parameters. At the zone corner \(T^2=8\) eV², so the antibonding bandwidth is \(-1.5+\sqrt{2.25+8}=1.70\) eV.

The d-only Wannier function has weight 0.8130 on its central d orbital and 0.0459 on each of four neighbouring p orbitals. Without p-d screening, its self-repulsion is

\[
8(0.8130)^2+4\cdot4(0.0459)^2+2\cdot1\cdot0.8130\cdot(4\cdot0.0459)
=5.29+0.03+0.30=5.62\ \text{eV}.
\]

The terms are d-d, p-p and d-p repulsion. Changing the orbital and the screening separately gives, in eV:

| Orbital | no p-d screening | with p-d screening |
|---|---:|---:|
| atomic d | 8.00 | 6.17 |
| band Wannier | 5.62 | 4.41 |

The d-p window gives 8.00 eV and the d-only window 4.41 eV. If the orbital is changed first, it accounts for 2.38 eV of the reduction and screening for 1.21 eV. If screening is switched on first, it accounts for 1.83 eV and the orbital for 1.76 eV. The total, 3.59 eV, is well defined, but its division depends on the order.

As an independent test, a \(4\times4\) real-space supercell was perturbed numerically site by site, and the antibonding-antibonding block of the density-matrix response was removed. It reproduced the momentum-space \(U\) and, with that block restored, the full \(W\). These and the other values are in the numerical output.

**Localization with the screening held fixed**

Even one band does not have a unique \(U\). Multiply its Bloch states by \(e^{i\varphi}\), with \(\varphi=\lambda(\cos k_xa+\cos k_ya)\). The energies are unchanged, and so are \(\Pi_t\) and \(\Pi_r\), since the phases cancel in \(A_iA_j^*\). The Wannier function does change.

Let \(u_k\) be the real, normalized eigenvector, with phases referred to the orbital positions. Position acts as \(i\nabla_k\), so the spread \(\Omega=\langle r^2\rangle-|\langle \mathbf r\rangle|^2\) follows from

\[
|\nabla(e^{i\varphi}u)|^2=|\nabla u+i u\nabla\varphi|^2
=|\nabla u|^2+|\nabla\varphi|^2 .
\]

The cross term vanishes because \(\nabla u\) is real and \(i u\nabla\varphi\) is imaginary. The mean position stays at zero, because \(u\cdot\nabla u=\tfrac12\nabla(u\cdot u)=0\) and \(\nabla\varphi\) averages to zero. The average of \(|\nabla\varphi|^2=\lambda^2a^2(\sin^2k_xa+\sin^2k_ya)\) is \(\lambda^2a^2\), so \(\Omega=\Omega_0+\lambda^2a^2\).

| \(\lambda\) | \(\Omega/a^2\) | \(U\) (eV) | intersite sum (eV) |
|---:|---:|---:|---:|
| 0 | 0.051 | 4.41 | 0.47 |
| 0.5 | 0.301 | 2.73 | 2.15 |
| 1 | 1.051 | 0.81 | 4.07 |

The last column sums the density-density repulsion with the Wannier functions in all other cells. Together with \(U\) it gives 4.88 eV in every row. The reason is that the densities of all the Wannier functions add up to a periodic density with \(\bar n_\alpha=N^{-1}\sum_k|u_{k\alpha}|^2\) on orbital \(\alpha\), where \(N\) is the number of cells. This does not contain \(\varphi\). Its potential under \(W_r\) is a constant \(\bar\phi_\alpha\) on each orbital type, so the total is \(\sum_\alpha\bar n_\alpha\bar\phi_\alpha\) in any gauge. It is finite here because the model interaction is short-ranged. In a crystal \(W_r\) keeps a \(1/r\) tail when the metallic screening is excluded, and the sum, though still gauge independent for a given cell, grows with the cell size. Delocalization has moved density-density repulsion from the on-site term to the intersite terms, and a model that keeps \(U\) alone discards a gauge-dependent amount. Exchange and correlated hopping between overlapping Wannier functions also depend on the gauge and are not part of this sum, so the density-density terms alone may not suffice, even for well-localized functions.

**When localization does not raise U**

Unlike the channel result, the localization trend needs a condition. Since \(\rho_i\ge0\) and \(\sum_i\rho_i=1\),

\[
U=\sum_{ij}\rho_i\rho_j(W_r)_{ij}\le\max_{ij}(W_r)_{ij}.
\]

If the largest element is the on-site d element, no orbital can have a larger \(U\) than the atomic d orbital. That is the case here: the on-site elements of the d-only \(W_r\) are 6.17 eV for d and 3.53 eV for p, and a test over all elements found none above the former. The bound does not prove that \(U\) falls steadily with spread; the table shows that for three gauges.

Now keep the same bands but set \(U_d=1\), \(U_p=20\) and \(V=1.5\) eV, without p-d screening. This interaction is still positive definite, since that requires \(U_dU_p>8V^2\) at zero wavevector, the most demanding case, and \(20>18\). The atomic d orbital has \(U=1.00\) eV, while the more extended band Wannier function has

\[
(0.8130)^2+80(0.0459)^2+3\cdot0.8130\cdot0.1836=1.28\ \text{eV}.
\]

The parameters are artificial, but they show that the condition cannot simply be dropped.

**When the two windows agree**

For \(\Delta\gg t,U_d\), each neighbouring p orbital has amplitude of magnitude \(t/\Delta\) and weight \(t^2/\Delta^2\). The central d weight is \(1-4t^2/\Delta^2\), and to this order

\[
U_{\text{d-only}}\simeq U_d\left(1-\frac{8t^2}{\Delta^2}\right)+2V\frac{4t^2}{\Delta^2}
=U_d-\frac{8t^2}{\Delta^2}(U_d-V).
\]

Screening enters later, because \(\Pi_r\) has the same small weight divided by a transition energy \(\Delta\), hence order \(t^2/\Delta^3\). At \(\Delta=300\) eV the formula gives 7.9994 eV, as does the full calculation. At \(\Delta=2\), 3, 5 and 8 eV, the d-only \(U\) is 3.54, 4.41, 5.78 and 6.90 eV, while the d-p value stays at 8 eV. Hybridization and screening both weaken along this series.

**What goes wrong if the values are exchanged**

Using 8.00 eV in the one-band model changes \(U\)/bandwidth from \(4.41/1.70=2.6\) to \(8.00/1.70=4.7\). At strong coupling the superexchange between neighbouring sites is about \(4t_1^2/U\), where \(t_1\) is the hopping between neighbouring Wannier functions and intersite repulsion is neglected. The exchanged value would make this term smaller by a factor of 1.8. The net magnetic coupling need not change by the same factor: neighbouring Wannier functions overlap on the p orbital between them, which adds a direct exchange that favours parallel spins.

The fully screened static interaction barely registers the screening part of this error. For the band Wannier function it is 0.440 eV, and it becomes 0.450 eV if p-d screening is omitted, although the unscreened-to-screened change in \(U\) is from 5.62 to 4.41 eV. A one-component estimate shows why. With \(1/W=1/U+\Pi_t\) and \(\Pi_t\) fixed,

\[
\frac1{W'}=\frac1{0.440}-\frac1{4.41}+\frac1{5.62}=2.22\ \text{eV}^{-1},
\qquad W'=0.45\ \text{eV}.
\]

Metallic screening within the band dominates \(1/W\) and hides the difference in \(U\). These \(W\) values belong to \(k_BT=0.1\) eV. The chemical potential lies at the van Hove energy of the half-filled band, so they depend on temperature: the pair is 0.40 and 0.41 eV at \(k_BT=0.05\) eV and 0.65 and 0.67 eV at 0.3 eV, while the d-only \(U\) moves only to 4.43 and 4.33 eV.

So report a cRPA \(U\) with its Wannier functions, its excluded transitions and the intersite terms retained, and use it in the Hamiltonian defined by those choices. Your d-p value also depends on a choice: here \(U_d\) was an input, but in a crystal calculation it contains screening by the bands outside the three-band window.

## Computed results

```
hopping t = 1.0 eV, level separation = 3.0 eV
Ud = 8.0 eV, Up = 4.0 eV, V = 1.0 eV, kT = 0.1 eV
k mesh: 24 x 24; electrons per cell: 5
antibonding bandwidth = 1.7016 eV
gap from p bands to antibonding band = 3.0000 eV
chemical potential = 0.9955 eV
Wannier weight on central d = 0.8130
Wannier weight on all d = 0.8141
Wannier weight on all p = 0.1859
Wannier weight on one nearest p = 0.0459
U table (eV):
 atomic d, no p-d screening (d-p window) = 8.0000
 band Wannier, no p-d screening = 5.6205
 atomic d, with p-d screening = 6.1689
 band Wannier, with p-d screening (d-only) = 4.4121
total reduction = 3.5879 eV
orbital first: orbital 2.3795, screening 1.2084 eV
screening first: screening 1.8311, orbital 1.7569 eV
U/bandwidth, d-only U = 2.593
U/bandwidth, d-p U misused = 4.702
full W, atomic d = 0.6504 eV
full W, band Wannier = 0.4402 eV
W if p-d screening is omitted = 0.4504 eV
d-only W_r on-site p element = 3.5338 eV
smallest eigenvalue of v - W_r = -3.33e-16 eV
smallest eigenvalue of W_r - W = 2.41e-03 eV
same band, three gauges:
 lambda 0.0: spread 0.0511 a^2, U 4.4121 eV, intersite sum 0.4708 eV, total 4.8829 eV
 lambda 0.5: spread 0.3011 a^2, U 2.7294 eV, intersite sum 2.1534 eV, total 4.8829 eV
 lambda 1.0: spread 1.0511 a^2, U 0.8111 eV, intersite sum 4.0717 eV, total 4.8829 eV
k-space metric spread = 0.0511 a^2
counterexample inputs: Ud 1.0, Up 20.0, V 1.5 eV
counterexample U: atomic 1.0000, band Wannier 1.2777 eV
scan of level separation, 16 x 16 mesh:
 separation 2.0 eV: d weight 0.7429, unscreened 4.8344 eV, d-only U 3.5403 eV
 separation 3.0 eV: d weight 0.8141, unscreened 5.6205 eV, d-only U 4.4121 eV
 separation 5.0 eV: d weight 0.8964, unscreened 6.6171 eV, d-only U 5.7849 eV
 separation 8.0 eV: d weight 0.9489, unscreened 7.3009 eV, d-only U 6.9008 eV
 separation 300.0 eV: d weight 1.0000, unscreened 7.9994 eV, d-only U 7.9994 eV
4 x 4 supercell U: real space 4.414861, k space 4.414861 eV
4 x 4 supercell W: real space 0.428701, k space 0.428701 eV
mesh change 16 to 24: U 3.7e-07 eV, W 1.1e-06 eV
```
